# Pauli's Fundamental Theorem for Gamma Matrices, from Two Generators to Four

## 1. Two anticommuting 2×2 matrices

Take two complex $2\times2$ matrices with

$$a_1^2=a_2^2=1,\qquad a_1a_2=-a_2a_1 .$$

The Pauli matrices $\sigma_3,\sigma_1$ are one such pair. How different can another pair be?

First, $a_1\neq-1$. If $a_1$ were $-1$, it would commute with $a_2$ as well as anticommute with it, giving $a_2=0$, against $a_2^2=1$. So $1+a_1\neq0$, and some vector $w$ gives $v=(1+a_1)w\neq0$. Since $a_1(1+a_1)=a_1+1$,

$$a_1v=v,\qquad a_1(a_2v)=-a_2a_1v=-(a_2v).$$

The vector $a_2v$ is nonzero because $a_2(a_2v)=v$. Having different eigenvalues of $a_1$, the vectors $v$ and $a_2v$ are independent and form a basis. Let $P$ be the matrix with columns $v$ and $a_2v$. Since $a_2$ exchanges the columns,

$$a_1P=P\sigma_3,\qquad a_2P=P\sigma_1 .$$

A second pair $a_1',a_2'$ has its own $P'$, and $S=P'P^{-1}$ gives $a_i'=Sa_iS^{-1}$. The two pairs are the same operators written in different bases.

**Uniqueness.** If $S_1$ and $S_2$ both connect the pairs, $S_2^{-1}S_1$ commutes with $a_1$ and $a_2$, so $X=P^{-1}S_2^{-1}S_1P$ commutes with $\sigma_3$ and $\sigma_1$. The first makes $X$ diagonal, the second makes its diagonal entries equal. Hence $X$ is a number, and so is $S_2^{-1}S_1$.

**Unitarity.** If $a_1,a_2$ are hermitian, $v$ and $a_2v$ are orthogonal, as eigenvectors of a hermitian matrix with different eigenvalues. Their lengths agree, since $(a_2v)^\dagger(a_2v)=v^\dagger a_2^2v=v^\dagger v$. So $P$ is a number times a unitary matrix. If the second pair is hermitian too, the same holds for $P'$ and for $S$.

**Test: add a third matrix.** The sets $(\sigma_1,\sigma_2,\sigma_3)$ and $(-\sigma_1,-\sigma_2,-\sigma_3)$ obey the same anticommutation relations. But $\sigma_1\sigma_2\sigma_3=i$, while the product of the negatives is $-i$. A similarity transformation leaves a multiple of the identity unchanged, so it cannot connect these sets. A general proof must therefore use the number of generators as well as the size of the matrices.

## 2. The statement for four gamma matrices

Let $\gamma^\mu$ and $\gamma'^\mu$, $\mu=0,1,2,3$, be two sets of complex $4\times4$ matrices, each obeying

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2\eta^{\mu\nu}\,1,\qquad \eta=\mathrm{diag}(1,-1,-1,-1).$$

The claims are:

- (a) there is an invertible $S$ with $\gamma'^\mu=S\gamma^\mu S^{-1}$ for all four $\mu$;
- (b) $S$ is unique up to a nonzero complex factor;
- (c) if both sets also satisfy $\gamma^{0\dagger}=\gamma^0$ and $\gamma^{i\dagger}=-\gamma^i$ for $i=1,2,3$, then $S$ is a number times a unitary matrix, and the unitary choice is unique up to a phase.

In (c), $S$ becomes unitary after rescaling: if $S$ works, so does $2S$, and the two cannot both be unitary.

For physics, (a) says that the choice of matrices in the Dirac equation is a choice of basis for the spinor. With $\hbar=c=1$, if $(i\gamma^\mu\partial_\mu-m)\psi=0$, then $\psi'=S\psi$ obeys

$$(i\gamma'^\mu\partial_\mu-m)S\psi=S(i\gamma^\mu\partial_\mu-m)\psi=0 ,$$

because $\gamma'^\mu S=S\gamma^\mu$ and $S$ is constant.

## 3. The sixteen products

For each subset $A$ of $\{0,1,2,3\}$ let $\Gamma_A$ be the product of its gamma matrices in increasing order, with $\Gamma_\emptyset=1$. There are $2^4=16$ products.

**Multiplication.** In $\Gamma_A\Gamma_B$, bring the factors into increasing order. Each exchange of different gammas gives $-1$, and each index present in both sets leaves $(\gamma^a)^2=\eta^{aa}=\pm1$. What remains is the product over $A\triangle B$, the indices lying in exactly one of the two sets:

$$\Gamma_A\Gamma_B=s(A,B)\,\Gamma_{A\triangle B},\qquad s(A,B)=\pm1. \tag{1}$$

The sign was found from the anticommutation relations alone, so the primed products obey (1) with the same $s(A,B)$.

**Inverses.** Let $k$ be the number of elements of $A$. Reversing the order of $k$ different gammas takes $k(k-1)/2$ exchanges, and $\Gamma_A$ times its reversed product collapses from the middle outwards to $\prod_{a\in A}\eta^{aa}$. Hence

$$\Gamma_A^2=\varepsilon_A1,\qquad \varepsilon_A=(-1)^{k(k-1)/2}\prod_{a\in A}\eta^{aa}=\pm1,\qquad \Gamma_A^{-1}=\varepsilon_A\Gamma_A. \tag{2}$$

**Traces.** Move $\gamma^\mu$ through the $k$ factors of $\Gamma_A$. Every factor different from $\gamma^\mu$ gives $-1$, and an equal one gives $+1$. So the sign is $(-1)^k$ if $\mu\notin A$ and $(-1)^{k-1}$ if $\mu\in A$. For every nonempty $A$ some $\gamma^\mu$ anticommutes with $\Gamma_A$:

- if $k$ is even, take $\mu$ in $A$;
- if $k$ is odd, take $\mu$ outside $A$, which is possible because $k$ is then 1 or 3, less than 4.

For this $\mu$, $\Gamma_A=-(\gamma^\mu)^{-1}\Gamma_A\gamma^\mu$. Taking the trace and using its cyclic property gives $\mathrm{tr}\,\Gamma_A=-\mathrm{tr}\,\Gamma_A=0$.

**A basis.** By (1) and (2), $\Gamma_A^{-1}\Gamma_B=\pm\Gamma_{A\triangle B}$, which is traceless unless $A=B$. Therefore

$$\mathrm{tr}(\Gamma_A^{-1}\Gamma_B)=4\,\delta_{AB}. \tag{3}$$

If $\sum_Bc_B\Gamma_B=0$, multiplying by $\Gamma_A^{-1}$ and taking the trace gives $4c_A=0$ for every $A$. The 16 products are independent, and the space of $4\times4$ matrices has dimension 16, so they form a basis. Two consequences follow.

*Only numbers commute with all gammas.* A matrix that commutes with every $\gamma^\mu$ commutes with every $\Gamma_A$, hence with every $4\times4$ matrix, and is a multiple of the identity.

*The only invariant subspaces are $\{0\}$ and the whole space.* A subspace that all $\gamma^\mu$ map into itself is mapped into itself by every $4\times4$ matrix. If it contains a vector $v\neq0$, it contains every vector, since some matrix takes $v$ to any chosen one.

**Test: an odd number of generators.** For the three Pauli matrices the trace argument breaks down at $A=\{1,2,3\}$: $k=3$ is odd and no index is left outside $A$. Indeed $\mathrm{tr}(\sigma_1\sigma_2\sigma_3)=2i$. This is the obstruction met in section 1. What matters is that the number of generators is odd. The product of all of them then has sign $(-1)^{k-1}=+1$ with each generator, so it commutes with every one and nothing forces its trace to vanish. In the same way, five anticommuting $4\times4$ matrices cannot all be reversed by a change of basis.

**Test: matrices too large.** The $8\times8$ matrices $\gamma^\mu\otimes1_2$ obey the same relations, but 16 products cannot span a space of dimension 64. A matrix commuting with all of them can be written $\sum_{ij}M_{ij}\otimes E_{ij}$, where $E_{ij}$ are the $2\times2$ matrix units. Each $4\times4$ matrix $M_{ij}$ must commute with all $\gamma^\mu$, so it is a number. Four free numbers remain, and uniqueness up to one factor is lost.

## 4. Building S by a sum

The two-matrix case used eigenvectors. For four matrices, a sum over the products does the work. Choose any $4\times4$ matrix $F$ and set

$$S_F=\sum_A\Gamma'_A\,F\,\Gamma_A^{-1}. \tag{4}$$

For a fixed subset $B$, (1) gives $\Gamma'_B\Gamma'_A=s(B,A)\Gamma'_{B\triangle A}$. Since $s=\pm1$ is its own inverse, it also gives

$$\Gamma_A^{-1}\Gamma_B^{-1}=(\Gamma_B\Gamma_A)^{-1}=s(B,A)\,\Gamma_{B\triangle A}^{-1}.$$

The two signs multiply to $s^2=1$, so

$$\Gamma'_BS_F\Gamma_B^{-1}=\sum_A\Gamma'_{B\triangle A}\,F\,\Gamma_{B\triangle A}^{-1}=S_F .$$

The last step holds because $A\mapsto B\triangle A$ merely permutes the 16 subsets. With $B=\{\mu\}$,

$$\gamma'^\mu S_F=S_F\gamma^\mu. \tag{5}$$

**Some $S_F$ is nonzero.** Suppose $S_F=0$ for every $F$. Let $F$ have a single entry 1 in row $j$, column $k$. Then for all $i,j,k,l$

$$\sum_A(\Gamma'_A)_{ij}\,(\Gamma_A^{-1})_{kl}=0 .$$

For fixed $i,j$ this is a linear relation among the matrices $\Gamma_A^{-1}=\varepsilon_A\Gamma_A$, which are independent. So $(\Gamma'_A)_{ij}=0$ for all $A,i,j$. This contradicts $\Gamma'_\emptyset=1$.

**A nonzero $S_F$ is invertible.** If $S_Fv=0$, then $S_F\gamma^\mu v=\gamma'^\mu S_Fv=0$. The null vectors of $S_F$ thus form a subspace invariant under all $\gamma^\mu$, which is either $\{0\}$ or the whole space. The second is excluded by $S_F\neq0$. So $S_F^{-1}$ exists, and (5) becomes $\gamma'^\mu=S_F\gamma^\mu S_F^{-1}$. This proves (a).

**Uniqueness.** Let $S_1$ and $S_2$ both satisfy $\gamma'^\mu S=S\gamma^\mu$ and be invertible. For $S_2$ this can be written $S_2^{-1}\gamma'^\mu=\gamma^\mu S_2^{-1}$. Then

$$S_2^{-1}S_1\gamma^\mu=S_2^{-1}\gamma'^\mu S_1=\gamma^\mu S_2^{-1}S_1 ,$$

so $S_2^{-1}S_1$ is a number $\lambda$ and $S_1=\lambda S_2$, with $\lambda\neq0$ because both are invertible. This proves (b).

## 5. Which F works?

Apply (5) to the case where the two sets coincide. For any matrix $M$, $\sum_A\Gamma_AM\Gamma_A^{-1}$ commutes with all $\gamma^\mu$ and is a number $\lambda$ times the identity. Each of the 16 terms has trace $\mathrm{tr}\,M$, so $4\lambda=16\,\mathrm{tr}\,M$ and

$$\sum_A\Gamma_AM\Gamma_A^{-1}=4\,\mathrm{tr}(M)\,1. \tag{6}$$

Now let $S$ be any solution of (a). Then $\Gamma'_A=S\Gamma_AS^{-1}$, and (6) with $M=S^{-1}F$ gives

$$S_F=S\sum_A\Gamma_A(S^{-1}F)\Gamma_A^{-1}=4\,\mathrm{tr}(S^{-1}F)\,S. \tag{7}$$

The sum fails exactly when $\mathrm{tr}(S^{-1}F)=0$. In particular, $F=1$ fails when $S^{-1}$ is traceless.

**Test: reversed signs.** Let $\gamma'^\mu=-\gamma^\mu$. The product $\gamma^0\gamma^1\gamma^2\gamma^3$ has $k=4$ and contains every index, so it anticommutes with every $\gamma^\mu$ and serves as $S$. The four gammas can therefore all be reversed by a change of basis, unlike the three Pauli matrices. The inverse of this $S$ is $\pm S$, which is traceless, so here $F=1$ gives $S_F=0$.

## 6. Dirac to chiral matrices

In $2\times2$ blocks, the Dirac representation is

$$\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix}.$$

The chiral representation used here keeps the $\gamma^i$ and has

$$\gamma'^0=\begin{pmatrix}0&1\\1&0\end{pmatrix}.$$

Take $F=1$ in (4). For the 8 subsets without the index 0, $\Gamma'_A=\Gamma_A$ and each term is 1. For the 8 subsets with it, $\Gamma_A=\gamma^0\Gamma_B$ and $\Gamma'_A=\gamma'^0\Gamma_B$, where $B$ contains spatial indices only. Each such term is $\gamma'^0\Gamma_B\Gamma_B^{-1}(\gamma^0)^{-1}=\gamma'^0\gamma^0$. Hence

$$S_1=8(1+\gamma'^0\gamma^0)=8\begin{pmatrix}1&-1\\1&1\end{pmatrix},$$

a $4\times4$ matrix whose nonzero entries are $\pm8$. Further,

$$S_1^\dagger S_1=64\begin{pmatrix}1&1\\-1&1\end{pmatrix}\begin{pmatrix}1&-1\\1&1\end{pmatrix}=128\cdot1,
\qquad U=\frac{S_1}{\sqrt{128}}=\frac1{\sqrt2}\begin{pmatrix}1&-1\\1&1\end{pmatrix}.$$

The nonzero entries of $U$ are $\pm0.7071$. Equation (7) agrees: $\mathrm{tr}\,U^{-1}=2.8284$, and $4\times2.8284=11.314=\sqrt{128}$.

## 7. When S is unitary

That $S_1^\dagger S_1$ came out as a number is a case of (c). Write the hermiticity conditions as $\gamma^{\mu\dagger}=\eta^{\mu\mu}\gamma^\mu$, without summation, and likewise for the primed set. They make the Dirac Hamiltonian $\gamma^0\gamma^ip^i+\gamma^0m$ hermitian, since $(\gamma^0\gamma^i)^\dagger=\gamma^{i\dagger}\gamma^{0\dagger}=-\gamma^i\gamma^0=\gamma^0\gamma^i$.

The adjoint of $\gamma'^\mu S=S\gamma^\mu$ is $S^\dagger\gamma'^{\mu\dagger}=\gamma^{\mu\dagger}S^\dagger$. Both sides carry the same factor $\eta^{\mu\mu}=\pm1$, which cancels:

$$S^\dagger\gamma'^\mu=\gamma^\mu S^\dagger .$$

Multiply by $S$ from the right and use $\gamma'^\mu S=S\gamma^\mu$ on the left-hand side:

$$S^\dagger S\gamma^\mu=\gamma^\mu S^\dagger S .$$

So $S^\dagger S=c\,1$. For any $v\neq0$, $c\,v^\dagger v=(Sv)^\dagger(Sv)>0$, hence $c>0$, and $U=S/\sqrt c$ satisfies $U^\dagger U=1$. If $U_2=\lambda U_1$ are both unitary, then $|\lambda|^2=1$, so $\lambda$ is a phase. This proves (c). With $\psi'=U\psi$, the density $\psi^\dagger\psi$ is the same in both representations.

**Test: a boosted set.** Keep $\gamma^1,\gamma^2$ of the Dirac set and, for real $\kappa$, put

$$\gamma'^0=\cosh\kappa\,\gamma^0-\sinh\kappa\,\gamma^3,\qquad \gamma'^3=\cosh\kappa\,\gamma^3-\sinh\kappa\,\gamma^0 .$$

The squares are $\pm(\cosh^2\kappa-\sinh^2\kappa)=\pm1$, with the upper sign for $\gamma'^0$. The anticommutator of the two is $-2\cosh\kappa\sinh\kappa+2\sinh\kappa\cosh\kappa=0$, and both anticommute with $\gamma^1,\gamma^2$. So (a) and (b) apply. But $\gamma'^{0\dagger}=\cosh\kappa\,\gamma^0+\sinh\kappa\,\gamma^3\neq\gamma'^0$ for $\kappa\neq0$, and (c) does not.

To find $S$, let $K=\gamma^0\gamma^3$. It is hermitian, $K^2=-(\gamma^0)^2(\gamma^3)^2=1$, and it anticommutes with $\gamma^0$ and $\gamma^3$ and commutes with $\gamma^1$ and $\gamma^2$. Take $S=e^{\kappa K/2}$. Moving $\gamma^0$ to the right through $e^{-\kappa K/2}$ reverses the exponent:

$$S\gamma^0S^{-1}=e^{\kappa K}\gamma^0=(\cosh\kappa+K\sinh\kappa)\gamma^0=\gamma'^0,$$

because $K\gamma^0=\gamma^0\gamma^3\gamma^0=-\gamma^3$. In the same way $K\gamma^3=-\gamma^0$ gives $S\gamma^3S^{-1}=\gamma'^3$.

The matrix $K$ is traceless with $K^2=1$, so its eigenvalues are $+1$ and $-1$, each twice. The hermitian positive matrix $S$ has eigenvalues $e^{\pm\kappa/2}$, which are also its singular values, and the ratio of the largest to the smallest is $e^{|\kappa|}$. A multiple of a unitary matrix has ratio 1. At $\kappa=1$ the ratio is 2.71828, and no rescaling makes $S$ unitary. As $\kappa\to0$ the ratio tends to 1 and $S\to1$.

## 8. Dirac to Majorana matrices

The last example has purely imaginary gamma matrices:

$$\gamma'^0=\begin{pmatrix}0&\sigma_2\\\sigma_2&0\end{pmatrix},\quad
\gamma'^1=\begin{pmatrix}i\sigma_3&0\\0&i\sigma_3\end{pmatrix},\quad
\gamma'^2=\begin{pmatrix}0&-\sigma_2\\\sigma_2&0\end{pmatrix},\quad
\gamma'^3=\begin{pmatrix}-i\sigma_1&0\\0&-i\sigma_1\end{pmatrix}.$$

With them $i\gamma'^\mu\partial_\mu-m$ has real coefficients, so the real part of a solution of the free Dirac equation is again a solution.

Here $F=1$ gives zero. Taking for $F$ the matrix $E_{11}$, whose single nonzero entry is a 1 in the upper left corner, gives a sum whose nonzero entries are $\pm2$ and $\pm2i$, with $c=8$. Dividing by $\sqrt8$,

$$U=\frac1{\sqrt2}\begin{pmatrix}1&\sigma_2\\\sigma_2&-1\end{pmatrix},\qquad U^\dagger=U=U^{-1}.$$

Its trace is zero, which by (7) is why $F=1$ failed. With $E_{11}$, (7) predicts the factor $4(U^{-1})_{11}=4\times0.7071=2.828=\sqrt8$, as found.

Direct multiplication confirms the result. For the time component,

$$U\gamma^0U=\frac12\begin{pmatrix}1&\sigma_2\\\sigma_2&-1\end{pmatrix}\begin{pmatrix}1&\sigma_2\\-\sigma_2&1\end{pmatrix}=\begin{pmatrix}0&\sigma_2\\\sigma_2&0\end{pmatrix}.$$

For the space components,

$$U\gamma^iU=\frac12\begin{pmatrix}\sigma_i\sigma_2-\sigma_2\sigma_i&-\sigma_i-\sigma_2\sigma_i\sigma_2\\ \sigma_i+\sigma_2\sigma_i\sigma_2&\sigma_i\sigma_2-\sigma_2\sigma_i\end{pmatrix}.$$

For $i=1,3$, $\sigma_2\sigma_i\sigma_2=-\sigma_i$ removes the off-diagonal blocks, and the diagonal ones are $\sigma_1\sigma_2=i\sigma_3$ and $\sigma_3\sigma_2=-i\sigma_1$. For $i=2$ the diagonal blocks vanish and the others are $\mp\sigma_2$. These are the matrices listed above.

As an independent check, the program solves $\gamma'^\mu S-S\gamma^\mu=0$ as a linear system in the 16 entries of $S$. For each of the seven target sets, including two of the form $\gamma'^\mu=\sum_\nu L^\mu{}_\nu\gamma^\nu$ with independently drawn random complex matrices $L$ obeying $L\eta L^T=\eta$ (this condition preserves the anticommutation relations; the second $L$ includes a reflection), the solution space has dimension 1.

## Numbers as computed

```
All quantities are dimensionless.
number of ordered products: 16  rank: 16
products with square +1: 6  with square -1: 10
dimension of commutant of the Dirac set: 1
From the Dirac set to other sets: dim = dimension of solution space,
ratio = largest/smallest singular value of S,
norm = Frobenius norm of the sum S_F with F = 1
  chiral           dim 1  standard hermiticity yes  ratio 1.00000  norm 22.6274
  Majorana         dim 1  standard hermiticity yes  ratio 1.00000  norm 0.0000
  sign-reversed    dim 1  standard hermiticity yes  ratio 1.00000  norm 0.0000
  minus conjugate  dim 1  standard hermiticity yes  ratio 1.00000  norm 0.0000
  boosted          dim 1  standard hermiticity no   ratio 2.71828  norm 44.8239
  complex Lorentz  dim 1  standard hermiticity no   ratio 2.25506  norm 31.1252
  same, reflected  dim 1  standard hermiticity no   ratio 2.66874  norm 0.0000
boost rapidity: 1.0  exp(rapidity): 2.71828
Dirac to chiral: sum S_F with F = 1
   +8.0000+0.0000i  +0.0000+0.0000i  -8.0000+0.0000i  +0.0000+0.0000i
   +0.0000+0.0000i  +8.0000+0.0000i  +0.0000+0.0000i  -8.0000+0.0000i
   +8.0000+0.0000i  +0.0000+0.0000i  +8.0000+0.0000i  +0.0000+0.0000i
   +0.0000+0.0000i  +8.0000+0.0000i  +0.0000+0.0000i  +8.0000+0.0000i
   c in S^dagger S = c 1: 128.0000
Dirac to chiral: unitary U = S_F/sqrt(c)
   +0.7071+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i  +0.0000+0.0000i
   +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i
   +0.7071+0.0000i  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i
   +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i  +0.7071+0.0000i
   trace of U^-1: 2.8284 (modulus)
Dirac to Majorana: sum S_F with F = E11
   +2.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000-2.0000i
   +0.0000+0.0000i  +2.0000+0.0000i  +0.0000+2.0000i  +0.0000+0.0000i
   +0.0000+0.0000i  +0.0000-2.0000i  -2.0000+0.0000i  +0.0000+0.0000i
   +0.0000+2.0000i  +0.0000+0.0000i  +0.0000+0.0000i  -2.0000+0.0000i
   c in S^dagger S = c 1: 8.0000
Dirac to Majorana: unitary U = S_F/sqrt(c)
   +0.7071+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000-0.7071i
   +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.7071i  +0.0000+0.0000i
   +0.0000+0.0000i  +0.0000-0.7071i  -0.7071+0.0000i  +0.0000+0.0000i
   +0.0000+0.7071i  +0.0000+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i
   trace of U^-1: 0.0000 (modulus)
2x2 Pauli matrices to their negatives, solution dimension: 0
trace of sigma1 sigma2 sigma3: 2.0 i
8x8 doubled Dirac set, dimension of commutant: 4
```
